\section*{Sirlin's function for beta spectra and its large-endpoint average}

\section{Result and conditions}

Take $\hbar=c=1$ and $\alpha=e^2/4\pi$. An allowed $\beta^-$ decay of a neutral parent gives a heavy daughter of charge $+e$, an electron of mass $m$, total energy $E$ and momentum $p$, and an antineutrino. Let $E_0$ be the endpoint of $E$, and
\[
\Delta=E_0-E,\quad \beta=\frac pE,\quad \chi=\operatorname{artanh}\beta,\quad Y=\frac{2\beta}{1+\beta},\quad \mathrm{Li}_2(z)=-\int_0^z\frac{\ln(1-t)}{t}\,dt .
\]
For unpolarized decay, summed over neutrino directions and all photons, the spectrum $pE\Delta^2$ is multiplied at order $\alpha$ by
\begin{equation}
1+\frac{\pi\alpha}{\beta}+\frac{\alpha}{2\pi}(g+C), \label{main}
\end{equation}
\begin{align}
g={}&3\ln\frac{m_p}{m}-\frac34+4\Big(\frac\chi\beta-1\Big)\Big[\frac{\Delta}{3E}-\frac32+\ln\frac{2\Delta}{m}\Big]\nonumber\\
&-\frac4\beta\mathrm{Li}_2(Y)+\frac\chi\beta\Big[2(1+\beta^2)+\frac{\Delta^2}{6E^2}-4\chi\Big]. \label{g}
\end{align}
For $m\ll E_0\ll m_p$ its average with weight $pE\Delta^2$ is
\begin{equation}
\bar g=3\ln\frac{m_p}{2E_0}+\frac{81}{10}-\frac{4\pi^2}{3}. \label{avg}
\end{equation}

The term $\pi\alpha/\beta$ is the first-order term of the Fermi function, $2\pi\eta/(1-e^{-2\pi\eta})=1+\pi\eta+\dots$ with $\eta=\alpha/\beta$. It is not part of $g$. The number $C$ is independent of energy.

Why is the energy dependence universal? A photon of momentum $k\sim E$ sees the charge of the heavy particle at leading order. Its magnetic moment enters with powers of $k/m_p$, and its structure with powers of $k$ times its radius; both are assumed small. This holds for the neutron, but not for a neutral atom as parent, whose radius is hundreds of times $1/E$ at MeV energies. For $k$ of the order of the inverse radius or of $m_p$, where structure matters, the electron momentum can be neglected in the loop, which leaves local constants multiplying the vector and axial couplings. These constants may differ for the two couplings; they are absorbed there. Low-energy physics therefore fixes $g$ up to an additive constant. The choice $3\ln m_p-3/4$ is Sirlin's normalization, and the number $81/10$ depends on it.

We replace the daughter by a static charge with velocity $v=(1,\mathbf 0)$, give the photon a small mass $\lambda$, and subtract the same expression with photon mass $\Lambda\gg E$ (Pauli--Villars). All corrections to the rate below are in units of $\alpha/2\pi$.

\section{Virtual photons: the vertex}

The vertices are $+ie\gamma^\mu$ for the electron and $-iev^\mu$ for the daughter. The propagators are $i(\slashed p+\slashed k+m)/(k^2+2p\cdot k)$, $i/(-k^0+i0)$ and $-ig_{\mu\nu}/(k^2-\lambda^2)$. Their constant factors multiply to $ie^2$. With $\int d^4k=i\pi^2\int[dk]$ the prefactor is $ie^2\,i\pi^2/(2\pi)^4=-\alpha/4\pi$. If $\bar u\Gamma$ is the electron side of the tree amplitude, the correction is
\[
-\frac{\alpha}{4\pi}\int[dk]\frac{\bar u\gamma^0(\slashed p+\slashed k+m)\Gamma}{(k^2-\lambda^2)(k^2+2p\cdot k)(-k^0+i0)} .
\]
Since $\bar u\slashed p=m\bar u$, we have $\bar u\gamma^0(\slashed p+m)=2E\bar u$. Let $I_0$ be the integral with numerator 1 and $Ap^\mu+Bv^\mu$ the one with numerator $k^\mu$. The numerator becomes
\[
2EI_0+A(2E-m\gamma^0)+B .
\]

Averaging over neutrino directions turns $\slashed q$ into $E_\nu\gamma^0$. For both the Fermi matrix $\gamma^0(1-\gamma_5)$ and the summed Gamow--Teller matrices $\gamma^i(1-\gamma_5)$, the trace then selects the $\gamma^0$ component of the odd part of the electron factor. The tree factor $\slashed p+m$ gives $E$, and $(\slashed p+m)m\gamma^0$ gives $m^2$. So $m\gamma^0\to m^2/E=E(1-\beta^2)$ in the rate. Doubling the amplitude correction gives
\begin{equation}
\delta_V=-\mathrm{Re}\,[2EI_0+AE(1+\beta^2)+B]. \label{dv}
\end{equation}

\subsection*{Feynman parameters}

Combine the two quadratic denominators with $x$, and the linear one through $1/(a^2b)=\int_0^\infty 2\,dy/(a+yb)^3$, $y=2\eta$. Completing the square shifts $k$ to $-xp+\eta v$ and leaves
\[
M^2=x^2m^2-2x\eta E+\eta^2+(1-x)\lambda^2-i0 .
\]
With $\int[dk](k^2-M^2)^{-3}=-1/(2M^2)$,
\[
I_0=-2\!\int_0^1\!dx\!\int_0^\infty\!\frac{d\eta}{M^2},\quad
A=2\!\int\!\frac{x\,dx\,d\eta}{M^2},\quad B=-2\!\int\!\frac{\eta\,dx\,d\eta}{M^2}.
\]
Put $\eta=xs$, $Q(s)=s^2-2sE+m^2$. The roots of $Q$ are $s_\pm=E\pm p$, both positive.

The $x$ integral in $I_0$ is $h(Q)=\int_0^1x\,dx/[x^2Q+(1-x)\lambda^2-i0]$. Away from $Q=0$ its real part tends to $\ln(|Q|/\lambda^2)/(2Q)$. There is also a local term at $Q=0$. Integrate over $-U<Q<U$ first, then set $y=x^2U/\lambda^2$ (small $x$ dominates, so $1-x\to1$):
\[
\int_{-U}^{U}\!\mathrm{Re}\,h\,dQ=\int\frac{dx}{x}\ln\left|\frac{x^2U+\lambda^2}{x^2U-\lambda^2}\right|
=\frac12\int_0^\infty\frac{dy}{y}\ln\left|\frac{1+y}{1-y}\right|=\frac{\pi^2}{4}.
\]
The last integral is twice that over $0<y<1$, hence $4\sum_n(2n+1)^{-2}=\pi^2/2$. The principal value of the odd function $\ln(|Q|/\lambda^2)/(2Q)$ contributes zero, so
\[
\mathrm{Re}\,h=\mathrm P\frac{\ln(|Q|/\lambda^2)}{2Q}+\frac{\pi^2}{4}\delta(Q),\qquad \int_0^\infty\!\delta(Q)\,ds=\frac1p .
\]
Thus $\mathrm{Re}\,I_0=-J-\pi^2/(2p)$ with $J=\mathrm P\int_0^\infty ds\,\ln(|Q|/\lambda^2)/Q$.

\subsection*{The principal-value integral}

Let $s=mz$ and $a=e^\chi$, so that $Q=m^2(z-a)(z-1/a)$ and $m(a-1/a)=2p$. Then
\[
\frac{ds}{Q}=\frac{dz}{2p}\Big[\frac1{z-a}-\frac1{z-1/a}\Big],\qquad \mathrm P\!\int_0^\infty\frac{ds}{Q}=-\frac{\chi}{p}.
\]
Write $L_1=\ln|z-a|$, $L_2=\ln|z-1/a|$. In $(L_1'-L_2')(L_1+L_2)$ the part $\frac12(L_1^2-L_2^2)'$ integrates to zero, because $L_1=\chi$, $L_2=-\chi$ at $z=0$ and $L_1^2-L_2^2\to0$ at infinity. Hence
\[
2pJ=-4\chi\ln\frac m\lambda+T,\qquad T=\mathrm P\!\int_0^\infty(L_1'L_2-L_2'L_1)\,dz .
\]
Substitute $w=(z-1/a)/(a-1/a)$ and $q=e^{-2\chi}=1-Y$. The lower limit is $w_0=-q/(1-q)$, and
\[
T=-2\chi\ln(2\sinh\chi)+\int_{w_0}^\infty\Big[\frac{\ln|w|}{w-1}-\frac{\ln|1-w|}{w}\Big]dw .
\]
The antiderivative is $\mathrm{Re}[\mathrm{Li}_2(w)-\mathrm{Li}_2(1-w)]$. At infinity it tends to $(\pi^2/3-\frac12\ln^2w)+(\pi^2/6+\frac12\ln^2w)=\pi^2/2$. At $w_0$ use
\begin{align*}
\mathrm{Li}_2(w_0)&=-\mathrm{Li}_2(q)-\tfrac12\ln^2(1-q),\\
\mathrm{Re}\,\mathrm{Li}_2\Big(\frac1{1-q}\Big)&=\frac{\pi^2}{3}-\tfrac12\ln^2(1-q)-\mathrm{Li}_2(1-q).
\end{align*}
The integral is therefore $5\pi^2/6+\mathrm{Li}_2(q)-\mathrm{Li}_2(Y)$. The reflection formula $\mathrm{Li}_2(q)=\pi^2/6+2\chi\ln Y-\mathrm{Li}_2(Y)$ turns it into $\pi^2+2\chi\ln Y-2\mathrm{Li}_2(Y)$. As $\ln(2\sinh\chi)=\chi+\ln Y$,
\[
T=\pi^2-2\chi^2-2\mathrm{Li}_2(Y),
\]
\begin{equation}
\mathrm{Re}\,I_0=-\frac1p\Big[\pi^2-\chi^2-\mathrm{Li}_2(Y)-2\chi\ln\frac m\lambda\Big]. \label{i0}
\end{equation}

\subsection*{The vector integral}

For $A$ the factors of $x$ cancel and $A=2\,\mathrm P\int ds/Q=-2\chi/p$. The subtractions in $I_0$ and $A$ vanish as $\Lambda\to\infty$. In $B$ the subtraction is needed. With $\eta=(\eta-xE)+xE$ and upper limit $N$,
\[
\mathrm P\!\int_0^N\!\frac{\eta\,d\eta}{\eta^2-2x\eta E+x^2m^2}=\ln\frac{N}{xm}-\frac\chi\beta .
\]
The heavy photon gives $\ln[N/(\Lambda\sqrt{1-x})]$. Subtract and integrate over $x$, with $\int\ln x=\int\ln(1-x)=-1$:
\[
B=-2\Big[\ln\frac\Lambda m+\frac12-\frac\chi\beta\Big].
\]
Equation (\ref{dv}) becomes
\begin{align}
\delta_V={}&\frac2\beta\Big[\pi^2-\chi^2-\mathrm{Li}_2(Y)-2\chi\ln\frac m\lambda\Big]\nonumber\\
&+\frac{2\chi}{\beta}(1+\beta^2)+2\ln\frac\Lambda m+1-\frac{2\chi}\beta. \label{vertex}
\end{align}

\section{Wave functions and the virtual sum}

For the electron self-energy, $\gamma^\mu(\slashed p-\slashed k+m)\gamma_\mu=4m-2(\slashed p-\slashed k)$. Feynman parameter $z$ shifts $k$ to $zp$, and
\[
\Sigma=\frac{\alpha}{2\pi}\int_0^1\!dz\,[2m-(1-z)\slashed p]\ln\frac{D_\Lambda}{D_\lambda},
\]
where $D_\mu=-z(1-z)p^2+zm^2+(1-z)\mu^2$. The rate gets $\delta_e=d\Sigma/d\slashed p$ at $\slashed p=m$. There $D_\lambda=z^2m^2+(1-z)\lambda^2$, $D_\Lambda\simeq(1-z)\Lambda^2$, and $dD/d\slashed p=-2z(1-z)m$:
\begin{align*}
\delta_e&=-\int_0^1(1-z)\ln\frac{(1-z)\Lambda^2}{z^2m^2}\,dz+2\int_0^1\frac{z(1-z^2)m^2}{z^2m^2+\lambda^2}\,dz\\
&=\Big[-\ln\frac\Lambda m+\frac14-\frac32\Big]+\Big[2\ln\frac m\lambda-1\Big]
=-\ln\frac\Lambda m+2\ln\frac m\lambda-\frac94 .
\end{align*}

For the static charge the derivative of the self-energy at zero residual energy is $ie^2\int d^4k/(2\pi)^4\,(-k^0+i0)^{-2}(k^2-\lambda^2)^{-1}$, minus the same with $\Lambda$. Close the $k^0$ contour below, on the photon pole. The result is
\[
\frac\alpha\pi\int_0^\infty k^2dk\Big[\frac1{(k^2+\lambda^2)^{3/2}}-\frac1{(k^2+\Lambda^2)^{3/2}}\Big]=\frac\alpha\pi\ln\frac\Lambda\lambda ,
\]
or $\delta_h=2\ln(\Lambda/\lambda)$. Writing $\ln(\Lambda/\lambda)=\ln(\Lambda/m)+\ln(m/\lambda)$, the three virtual pieces add to
\begin{align}
\delta_{\rm virt}={}&3\ln\frac\Lambda m-\frac54-4\Big(\frac\chi\beta-1\Big)\ln\frac m\lambda\nonumber\\
&+\frac2\beta[\pi^2-\chi^2-\mathrm{Li}_2(Y)]+2\beta\chi . \label{virt}
\end{align}

\section{Real photons}

Let the photon have energy $\omega$ and angle $\theta$ to the electron, and $\kappa=1-\beta\cos\theta$, so $p\cdot k=\omega E\kappa$. The electron and the daughter radiate with opposite charges. Relative to tree level the electron factor is
\[
O^\alpha=a^\alpha+\frac{\gamma^\alpha\slashed k}{2p\cdot k},\qquad a^\alpha=\frac{p^\alpha}{p\cdot k}-\frac{v^\alpha}{v\cdot k}.
\]
Since $k\cdot a=0$ and $\slashed k\slashed k=0$, the polarization sum may be taken as $-g_{\alpha\beta}$. We need the odd part of $-\bar O^\alpha(\slashed p+m)O_\alpha$. Use
\[
\slashed k\slashed a\slashed p+\slashed p\slashed a\slashed k=2[(a\cdot p)\slashed k-(k\cdot p)\slashed a],\quad
\slashed k\gamma^\alpha\slashed p\gamma_\alpha\slashed k=-4(p\cdot k)\slashed k .
\]
The odd part is
\[
-a^2\slashed p+\slashed a-\frac{a\cdot p}{p\cdot k}\slashed k+\frac{\slashed k}{p\cdot k}.
\]
For its $\gamma^0$ component insert
\begin{align*}
a^2&=-\frac{\beta^2\sin^2\theta}{\kappa^2\omega^2},\qquad a^0=\frac1\omega\Big(\frac1\kappa-1\Big),\\
\frac{\omega\,a\cdot p}{p\cdot k}&=\frac1\omega\Big(\frac{1-\beta^2}{\kappa^2}-\frac1\kappa\Big).
\end{align*}
The $1/\omega$ terms combine to $[2/\kappa-1-(1-\beta^2)/\kappa^2]/\omega=\beta^2\sin^2\theta/(\kappa^2\omega)$. Dividing by the tree value $E$ gives
\begin{equation}
W=\frac{\beta^2\sin^2\theta}{\kappa^2\omega^2}\Big(1+\frac\omega E\Big)+\frac1{E^2\kappa}. \label{w}
\end{equation}
The angular averages of $\beta^2\sin^2\theta/\kappa^2$ and $1/\kappa$ are $2(\chi/\beta-1)$ and $\chi/\beta$. The photon measure $e^2d^3k/[(2\pi)^32\omega]$ is $2\omega\,d\omega$ in our units after averaging, and the neutrino energy drops to $\Delta-\omega$. Above a small cut $\omega_c$,
\begin{align*}
\delta_{\rm hard}&=2\int_{\omega_c}^{\Delta}\!d\omega\,\frac{(\Delta-\omega)^2}{\Delta^2}\Big[2\Big(\frac\chi\beta-1\Big)\Big(\frac1\omega+\frac1E\Big)+\frac\chi\beta\frac{\omega}{E^2}\Big]\\
&=4\Big(\frac\chi\beta-1\Big)\Big[\ln\frac\Delta{\omega_c}-\frac32+\frac\Delta{3E}\Big]+\frac{\chi\Delta^2}{6\beta E^2}.
\end{align*}

Below $\omega_c$ the photon mass matters. With $u=|\mathbf k|/\omega$, the measure $k^2dk/\omega^3$ equals $u^2du/(1-u^2)$, and the angular average of $-\omega^2a^2$ is
\[
f(u)=\frac{2\operatorname{artanh}\beta u}{\beta u}-\frac{1-\beta^2}{1-\beta^2u^2}-1,\qquad f(1)=2\Big(\frac\chi\beta-1\Big).
\]
The upper limit $u_c$ has $1-u_c^2=\lambda^2/\omega_c^2$, so $\operatorname{artanh}u_c\to\ln(2\omega_c/\lambda)$. Splitting off $f(1)/(1-u^2)$,
\[
\delta_{\rm soft}=2f(1)\ln\frac{2\omega_c}{\lambda}+2\int_0^1\frac{u^2f(u)-f(1)}{1-u^2}\,du .
\]
The rational part of the integrand reduces to $1+1/(1-\beta^2u^2)$, which integrates to $1+\chi/\beta$. What remains is $(2/\beta)H$ with
\[
H(\beta)=\int_0^1\frac{u\operatorname{artanh}\beta u-\chi}{1-u^2}du,\qquad
\frac{dH}{d\beta}=-\frac1{1-\beta^2}\int_0^1\!\frac{du}{1-\beta^2u^2}=-\frac{\chi}{\beta(1-\beta^2)}.
\]
Now $\ln(1-Y)=-2\chi$ and $Y'/Y=1/[\beta(1+\beta)]$, so
\[
-\frac12\frac{d}{d\beta}[\chi^2+\mathrm{Li}_2(Y)]=-\chi\Big[\frac1{1-\beta^2}+\frac1{\beta(1+\beta)}\Big]=-\frac{\chi}{\beta(1-\beta^2)} .
\]
Both functions vanish at $\beta=0$, hence $H=-\frac12[\chi^2+\mathrm{Li}_2(Y)]$ and
\[
\delta_{\rm soft}=4\Big(\frac\chi\beta-1\Big)\ln\frac{2\omega_c}\lambda+2+\frac{2\chi}\beta-\frac2\beta[\chi^2+\mathrm{Li}_2(Y)].
\]

\section{The sum and its limits}

In $\delta_{\rm virt}+\delta_{\rm soft}+\delta_{\rm hard}$ the logarithms combine to $4(\chi/\beta-1)\ln(2\Delta/m)$, so $\lambda$ and $\omega_c$ cancel. The terms $2\beta\chi+2\chi/\beta$ make $2\chi(1+\beta^2)/\beta$, and the constants $-5/4+2$ make $3/4$. The total is $2\pi^2/\beta+g+C$, with
\[
C=3\ln\frac\Lambda{m_p}+\frac32
\]
for this cutoff. Multiplied by $\alpha/2\pi$, the first term is $\pi\alpha/\beta$. This proves (\ref{main}) and (\ref{g}). Setting $C=0$ would mean $\Lambda=m_pe^{-1/2}$, a matching convention and not a calculation of physics at the scale $m_p$.

For a slow electron $\chi/\beta\to1$ and $\mathrm{Li}_2(Y)/\beta\to2$. Then
\[
g\to3\ln\frac{m_p}m-\frac{27}4+\frac{(E_0-m)^2}{6m^2},
\]
which is finite; the $1/\beta$ growth sits in the Fermi function. There first order fails once $\pi\alpha/\beta$ is not small: at 1 keV kinetic energy the Fermi function is $1.412$ against $1+\pi\alpha/\beta=1.367$, a gap larger than $(\alpha/2\pi)g\approx0.019$ for the neutron, so the full Fermi function must be used. At the other end, $\Delta\to0$, the term in $\ln(2\Delta/m)$ tends to $-\infty$, since little energy is left for real photons. First order fails when $(2\alpha/\pi)(\chi/\beta-1)|\ln(2\Delta/m)|$ is no longer small, and multiple soft photons must then be included. For the neutron the prefactor is only $0.0034$ near the endpoint, and the term is still about $0.02$ at $\Delta=1$ keV.

\section{Large endpoint energy}

Let $x=E/E_0$ and $M=\ln(2E_0/m)$. For $m\to0$ at fixed $x$, $\beta\to1$, $\chi\to M+\ln x$ and $\mathrm{Li}_2(Y)\to\pi^2/6$. With $r=(1-x)/(3x)-3/2+\ln(1-x)$,
\begin{align*}
g\to{}&3\ln\frac{m_p}{2E_0}+3M-\frac34-\frac{2\pi^2}3+4(M+\ln x-1)(r+M)\\
&+(M+\ln x)\Big[4+\frac{(1-x)^2}{6x^2}\Big]-4(M+\ln x)^2 .
\end{align*}
The $M^2$ terms cancel at each $x$. The coefficient of $M$ is
\begin{equation}
\frac{4(1-x)}{3x}-3+4\ln\frac{1-x}{x}+\frac{(1-x)^2}{6x^2}. \label{coef}
\end{equation}
The normalized weight is $30x^2(1-x)^2$. The region $E\sim m$ drops out as $m\to0$, because the weight removes the $1/x^2$ singularity. From the beta function, $\langle(1-x)/x\rangle=3/2$ and $\langle(1-x)^2/x^2\rangle=6$, while $\langle\ln[(1-x)/x]\rangle=0$ by symmetry. The average of (\ref{coef}) is $2-3+0+1=0$. The electron-mass logarithm distorts the spectrum but leaves the total rate.

Differentiating the beta function gives the other moments:
\begin{align*}
&\langle\ln x\rangle=\langle\ln(1-x)\rangle=-\frac{47}{60},\qquad \Big\langle\frac{1-x}x\ln x\Big\rangle=-\frac{77}{40},\\
&\Big\langle\frac{(1-x)^2}{x^2}\ln x\Big\rangle=-\frac{137}{10},\\
&\langle\ln x\ln(1-x)-\ln^2x\rangle=-\psi'(3)=\frac54-\frac{\pi^2}6 .
\end{align*}
In the terms free of both $M$ and $m_p$, $-4\langle\ln(1-x)\rangle$ cancels $4\langle\ln x\rangle$. The rest is
\[
-\frac34-\frac{2\pi^2}3-\frac{77}{30}+\frac{47}{10}-2+6-\frac{137}{60}+5-\frac{2\pi^2}3
=\frac{81}{10}-\frac{4\pi^2}3 ,
\]
which proves (\ref{avg}).

\section{Numbers}

First take $E=2m$, $E_0=5m$, $\lambda=10^{-5}m$, $\Lambda=10^5m$ and $m_p=1836\,m$. Direct integration of vertex, electron, static charge and real emission gives
\[
-28.1131+9.2630+46.0517+24.0573=51.2589 ,
\]
against $51.2592$ from $2\pi^2/\beta+g+C$. Raising $\lambda$ tenfold changes the vertex to $-14.1083$ and the real part to $19.2616$, but the total to $51.2581$. The closed form drops terms that vanish as $\lambda\to0$ and $\Lambda\to\infty$, while the direct integrals keep most of them; the real part includes $\lambda$ in the photon kinematics but omits the $\lambda^2$ in the electron propagator. With the larger $\lambda$ the discrepancy accordingly grows from $0.0003$ to $0.0011$.

For the free neutron in the static limit $E_0=m_n-m_p=1.2933$ MeV. At $E=0.6$, $0.8$, $1.0$ and $1.2$ MeV one finds $g=15.61$, $13.50$, $10.38$ and $5.02$. With $\alpha/2\pi=0.0011614$ the correction falls from $1.81\%$ to $0.58\%$ of the tree spectrum. The average is $\bar g=12.94$, hence
\[
0.0011614\times12.94=0.0150=1.50\% .
\]
Formula (\ref{avg}) gives $3\ln[938.27/(2\times1.2933)]-5.06=12.62$, or $1.47\%$, although $E_0$ is just $2.5\,m$. These percentages omit the Fermi function, recoil and $C$, so they are not the full radiative correction to the neutron rate. Including the Fermi function in the weight raises $\bar g$ by about $0.02$, to $12.96$ ($1.505\%$), and the recoil endpoint $1.2926$ MeV raises it by a further $0.002$.

At endpoints of 5, 20 and 50 MeV the full averages are $8.73$, $4.436$ and $1.665$, and the asymptotic ones $8.56$, $4.406$ and $1.657$. The difference shrinks from $0.17$ to $0.007$. At 20 and 50 MeV, however, $E_0/m_p$ is about $2\%$ and $5\%$, well above the corrections of $0.52\%$ and $0.19\%$. There the comparison tests the mass expansion of $g$; a prediction for a real decay would first need recoil, and at 50 MeV also structure, since $E_0$ times a nucleon radius is about $0.2$. The numerical output lists the remaining energies and the separate loop integrals.

\section*{Table of computed values}
\begin{verbatim}
Loop test, m = 1, E0 = 5 m, m_p = 1836 m; units alpha/(2 pi)
photon masses: lam = 1e-05 m, Lambda = 1e+05 m
electron wave function: loop 9.2630, formula 9.2629
static wave function:   loop 46.0517, formula 46.0517
E = 1.3 m: vertex loop -3.6628, formula -3.6624
   real 10.4682, total 62.1201, 2pi^2/beta + g + C = 62.1205
E = 2.0 m: vertex loop -28.1131, formula -28.1128
   real 24.0573, total 51.2589, 2pi^2/beta + g + C = 51.2592
E = 4.0 m: vertex loop -61.7539, formula -61.7534
   real 43.0801, total 36.6409, 2pi^2/beta + g + C = 36.6411
constant C for this cutoff: 13.4927
E = 2 m with lam = 1e-04 m: vertex -14.1083, electron 4.6582,
   static 41.4465, real 19.2616, total 51.2581
Massless limit: coefficient of ln(2E0/m) in g at x = E/E0
   x = 0.2: 10.5452
   x = 0.5: -1.5000
   x = 0.8: -8.2014
its average vanishes to 1e-8: True
average of remainder: -5.059473
81/10 - 4 pi^2/3 =    -5.059473
full minus asymptotic average at E0 = 10^4 m: 2.08e-06
Free neutron, static limit
m = 0.510999 MeV, m_p = 938.2721 MeV, E0 = 1.29333 MeV
alpha/(2 pi) = 0.0011614
   E = 0.6 MeV: g = 15.6095, correction 1.8129 %
   E = 0.8 MeV: g = 13.5026, correction 1.5682 %
   E = 1.0 MeV: g = 10.3848, correction 1.2061 %
   E = 1.2 MeV: g = 5.0220, correction 0.5833 %
Spectrum averages: E0 (MeV), full g, asymptotic g, difference
     1.2933   12.94381   12.62154    0.322271
      correction: full 1.5033 %, asymptotic 1.4659 %
     5.0000    8.73294    8.56489    0.168052
      correction: full 1.0143 %, asymptotic 0.9947 %
    20.0000    4.43628    4.40601    0.030273
      correction: full 0.5152 %, asymptotic 0.5117 %
    50.0000    1.66457    1.65714    0.007434
      correction: full 0.1933 %, asymptotic 0.1925 %
\end{verbatim}
